# Real-Time TDDFT or Casida: Run Length, Step Count and Crossover

## Question

The absorption spectrum of a closed-shell molecule is wanted from zero up to $E_c=20$ eV, with a resolution $\Delta E=0.1$ eV. The functional is adiabatic and semilocal. Two routes are open.

*Real time.* At $t=0$ a weak uniform field pulse gives every electron the momentum $\hbar q$ along $z$. The density matrix $P$ is then propagated to time $T$ by the classical fourth-order Runge–Kutta method (RK4) in $N$ steps $\Delta t=T/N$. The induced displacement $Z(t)$, summed over electrons, is transformed as

$$S(E)=\int_0^T w(t/T)\,Z(t)\,\sin(Et/\hbar)\,dt,\qquad w(s)=1-3s^2+2s^3 .$$

The run is repeated for $D=3$ kick directions.

*Casida.* The lowest $n$ roots are found with an iterative (Davidson) solver, whose main cost is the product of the Casida matrix with trial vectors.

The test molecule is a linear H$_4$ chain with 1.0 Å spacing, treated with exchange-only LDA on a coarse integration grid, which shifts the 6-31G energies quoted here by up to a few hundredths of an eV. In the 6-31G basis it has 2 occupied and 6 virtual orbitals, and its highest Casida root is $E_{\rm top}=42.15$ eV. In aug-cc-pVTZ a Davidson solver needed 42, 70 and 100 products for 10, 20 and 30 roots.

**(a)** Find the line shape produced by the window. Find the $T$ at which the first zero of one line falls on the centre of a neighbour $\Delta E$ away. Does the spectrum then show two peaks, if the lines are equally strong?

**(b)** Find how one RK4 step changes the amplitude and phase of a mode of frequency $\Omega$, and the condition for stability.

**(c)** Find the smallest $N$ for which the run is stable and the amplitude of a line at $E_c$ has decayed by a factor no smaller than $e^{-\eta}$ at time $T$, with $\eta=0.1$. Use the leading order in $\Delta t$ for the decay.

**(d)** Find the number of roots $n^*$ beyond which real time is cheaper. Can H$_4$ itself reach the crossover?

## Model answer

### (a) Propagation time

**The signal.** The pulse multiplies the ground state by $e^{iq\hat z}$, where $\hat z$ is the sum of the electrons' $z$ coordinates. To first order in $q$, with $z_{j0}=\langle j|\hat z|0\rangle$ and excitation energies $E_j=\hbar\Omega_j$, the state is, up to a common phase,

$$|0\rangle(1+iqz_{00})+iq\sum_{j\ne0}z_{j0}\,e^{-i\Omega_jt}|j\rangle .$$

The change in $\langle\hat z\rangle$ is therefore

$$Z(t)=2\,{\rm Re}\sum_j iq|z_{j0}|^2e^{-i\Omega_jt}=\sum_j a_j\sin\Omega_jt,\qquad a_j=2q|z_{j0}|^2 .$$

Adiabatic linear-response TDDFT gives the same form, with energies and strengths from the Casida equation. All lines start in phase, and for $q>0$ no $a_j$ is negative.

**The line shape.** Since $2\sin A\sin B=\cos(A-B)-\cos(A+B)$,

$$S(E)=\frac T2\sum_j a_j\left[L(x_j^-)-L(x_j^+)\right],\quad x_j^\pm=\frac{(E\pm E_j)T}{\hbar},\quad L(x)=\int_0^1w(s)\cos(xs)\,ds .$$

The window obeys $w(1)=0$ and $w'(0)=w'(1)=0$, with $w''=12s-6$. Two integrations by parts therefore leave no boundary terms:

$$L=-\frac1x\int_0^1w'\sin(xs)\,ds=-\frac1{x^2}\int_0^1w''\cos(xs)\,ds .$$

A third integration by parts, with $w''(1)=6$ and $w'''=12$, gives

$$\int_0^1w''\cos(xs)\,ds=\frac{6\sin x}{x}-\frac{12(1-\cos x)}{x^2},$$

$$L(x)=\frac{12(1-\cos x)-6x\sin x}{x^4}.$$

At large $x$ this falls as $x^{-3}$. The term with $x_j^+$ is thus negligible when $E_jT/\hbar\gg1$, and it is dropped.

**The first zero.** Put $u=x/2$ and use $1-\cos x=2\sin^2u$ and $\sin x=2\sin u\cos u$:

$$L=\frac{24\,\sin u\,(\sin u-u\cos u)}{x^4}.$$

The bracket vanishes at $u=0$ and has the derivative $u\sin u$, which is positive for $0<u<\pi$. The bracket is therefore positive up to and including $u=\pi$, and the first zero of $L$ comes from $\sin u=0$, at $x=2\pi$. Setting $\Delta E\,T/\hbar=2\pi$ gives

$$\boxed{T=\frac{2\pi\hbar}{\Delta E}=\frac h{\Delta E}}\qquad\Rightarrow\qquad T=\frac{4.136\ \text{eV fs}}{0.1\ \text{eV}}=41.36\ \text{fs}.$$

**Two peaks?** For two equal lines, the sum of line shapes at either centre is $L(0)+L(2\pi)=\int_0^1w\,ds=\tfrac12$. Midway between them it is $2L(\pi)=48/\pi^4=0.4928$. The midpoint lies 1.4% below the value at the centres, so there is a dip and hence two peaks. The centres are not the maxima: $L$ has a negative slope at $2\pi$, so each line pulls its neighbour's maximum inward and raises it. For example, $L(1)+L(2\pi-1)=0.509$. Measured from the maxima the dip is about 3%, which is still shallow. Numerically, the two peaks merge when $\Delta E\,T/\hbar$ falls below 5.852, which is 7% below $2\pi$. The criterion therefore leaves little to spare, and it holds only for nearly equal lines. At $\Delta E\,T/\hbar=2\pi$ two peaks survive when one line has 0.9 of the other's amplitude but not 0.85, and a ratio of 0.5 needs about 7.05, a run 12% longer.

The window matters here. Without it $L=\sin x/x$, whose first zero at $x=\pi$ would suggest half the time. But the midpoint sum is then $2\sin(\pi/2)/(\pi/2)=4/\pi$, larger than the value 1 at the centres, so there is no dip at the midpoint. The numerical check finds a single peak in that case.

These results concern the Fourier transform. A method that fits a sum of sinusoids to the signal uses more prior information and may manage with a shorter run.

### (b) One RK4 step

The density matrix obeys $i\hbar\dot P=[F[P],P]$, where $F$ is the Kohn–Sham matrix. Near the stationary ground state $P_0$ write $P=P_0+y$. To first order $\dot y=\mathcal Ly$, with a fixed linear operator $\mathcal L$. The part of $y$ excited by the kick has modes $e^{\pm i\Omega t}$ at the Casida frequencies, because the Casida equation is this same linearised problem written as an eigenvalue equation.

The velocity vanishes at $P_0$, so each RK4 stage is also linear in $y$ to first order. With $h=\Delta t$ the stages are

$$k_1=\mathcal Ly,\qquad k_2=\mathcal L\left(1+\tfrac12h\mathcal L\right)y,\qquad k_3=\mathcal L\left(1+\tfrac12h\mathcal L+\tfrac14h^2\mathcal L^2\right)y,$$

$$k_4=\mathcal L\left(1+h\mathcal L+\tfrac12h^2\mathcal L^2+\tfrac14h^3\mathcal L^3\right)y .$$

In $y+\frac h6(k_1+2k_2+2k_3+k_4)$ the powers of $h\mathcal L$ collect the coefficients $\frac66$, $\frac{1+1+1}6$, $\frac{1/2+1/2}6$ and $\frac{1/4}6$. For a mode with $\mathcal L\to i\Omega$ and $z=\Omega\Delta t$, one step thus multiplies the amplitude by

$$R=1+iz-\frac{z^2}2-\frac{iz^3}6+\frac{z^4}{24}.$$

**Amplitude.** The squares of the real and imaginary parts are

$$\left(1-\frac{z^2}2+\frac{z^4}{24}\right)^2=1-z^2+\frac{z^4}3-\frac{z^6}{24}+\frac{z^8}{576},\qquad\left(z-\frac{z^3}6\right)^2=z^2-\frac{z^4}3+\frac{z^6}{36}.$$

Their sum is

$$|R|^2=1-\frac{z^6}{72}+\frac{z^8}{576}=1-\frac{z^6}{576}\,(8-z^2).$$

The mode does not grow if $z\le2\sqrt2$. For small $z$ it decays slowly, with $\ln|R|\simeq-z^6/144$.

**Phase.** $R$ is the series of $e^{iz}$ cut after the fourth power, so $R=e^{iz}-iz^5/120+O(z^6)$. Hence $\arg R\simeq z-z^5/120$, and a line at $E=\hbar\Omega$ appears too low by $Ez^4/120$.

The limit $2\sqrt2$ applies to the highest root of the basis, even if nobody wants that part of the spectrum. For H$_4$ in 6-31G it gives a largest step of 44.17 as. Over 300 steps the deviation from $P_0$ stayed bounded at 0.95 of this step, and it grew more than a hundredfold at 1.05 of it.

### (c) Step count

With $T=2\pi\hbar/\Delta E$, a line at $E_c$ has

$$z_c=\frac{E_c\Delta t}\hbar=\frac{E_cT}{N\hbar}=\frac{2\pi E_c}{N\Delta E}.$$

After $N$ steps its amplitude is multiplied by $e^{-Nz_c^6/144}$. Setting the exponent equal to $-\eta$ gives

$$\frac N{144}\left(\frac{2\pi E_c}{N\Delta E}\right)^6=\eta\quad\Rightarrow\quad N^5=\frac{(2\pi E_c/\Delta E)^6}{144\,\eta}.$$

Stability requires $2\pi E_{\rm top}/(N\Delta E)\le2\sqrt2$. Both conditions hold if

$$\boxed{N\ge\max\left[\frac{(2\pi E_c/\Delta E)^{6/5}}{(144\,\eta)^{1/5}},\ \frac{\pi E_{\rm top}}{\sqrt2\,\Delta E}\right]}$$

For H$_4$ in 6-31G, $2\pi E_c/\Delta E=2\pi\times200=1257$, so

$$\frac{(400\pi)^{6/5}}{14.4^{1/5}}=3071.7,\qquad\frac{\pi\times42.15}{\sqrt2\times0.1}=936 .$$

The decay sets the step count: $N=3072$ and $\Delta t=41.36\ \text{fs}/3072=13.46$ as. Then $z_c=1257/3072=0.409$. The full factor $R$ gives an amplitude loss of 9.3% at the end of the run, close to $1-e^{-0.1}=9.5\%$. The red shift at $E_c$ is 4.4 meV, small against the resolution. The decay also broadens the lines: for an equal pair at 19.9 and 20.0 eV the dip measured from the maxima falls from 3.2% to 2.5%, and two peaks remain.

When decay governs, $N$ grows as $\Delta E^{-6/5}$, faster than $T$, because a longer run has more time to lose amplitude and needs a smaller step. In aug-cc-pVTZ the highest root lies at 219.4 eV. Stability then governs and $N=4874$. That value sits on the stability limit, so a margin of some per cent is advisable.

A full 6-31G run with the kick along the chain tests this analysis. Its signal agrees with the sum over Casida roots, each propagated with $R^n$ after $n$ steps, to $2\times10^{-4}$ of the largest signal. The strongest line below $E_c$ lies at 9.139 eV by both routes.

### (d) Crossover

**Cost of real time.** RK4 builds $F$ four times per step, so $D$ directions need $4DN$ builds.

**Cost of one build against one product.** In real orbitals $\phi_p$ the density is proportional to $\sum_{pq}P_{pq}\phi_p\phi_q$. Since $P$ is Hermitian, its imaginary part is antisymmetric and cancels from this sum. A build thus needs the Coulomb and exchange-correlation potentials of one real density. A Casida product needs the corresponding first-order potentials of one real transition density. Let $\kappa$ be the cost of a build divided by that of a product. The similar work suggests $\kappa\approx1$, which is assumed here. This holds for products taken one at a time or with stored integrals. When the integrals are recomputed at each build, a block of trial vectors shares them, and $\kappa$, hence $n^*$, can be a few times larger. With exact exchange the imaginary part of $P$ would also contribute, and $\kappa$ would have to be reassessed.

**Balance.** If the solver needs $k$ products per root, the costs are equal when $kn=4\kappa DN$:

$$\boxed{n^*=\frac{4\kappa DN}{k}}$$

The data give $k=42/10=4.2$, $70/20=3.5$ and $100/30=3.3$. These counts include the starting vectors, of which there were 10 more than roots, and hold for a residual threshold of $10^{-4}$ atomic units in the eigenvalue problem for $\Omega^2$; at $10^{-6}$, 30 roots need 127 products, $k=4.2$. With $k=3.33$ from the largest case,

$$4DN=4\times3\times3072=36\,864,\qquad n^*=\frac{36\,864}{3.33}\approx1.1\times10^4\ \text{roots}.$$

For $N=4874$ the same $k$ gives $n^*\approx1.8\times10^4$. Both values extrapolate $k$ from 30 roots to thousands, and the first also carries it from one basis to another, so they are orders of magnitude. They leave out the solver's orthogonalisation work, which grows as $n^2$ and would lower $n^*$.

**Can H$_4$ reach it?** No. In 6-31G it has $2\times6=12$ occupied–virtual pairs and hence 12 singlet roots. Twelve products, one per unit vector, yield the whole Casida matrix, against 36 864 builds in real time. In aug-cc-pVTZ one nearly linearly dependent combination of the 92 basis functions is dropped, which leaves 91 orbitals, so there are $2\times89=178$ pairs against 58 488 builds, and Casida wins again.

The same argument limits any system. With $N_{ov}$ pairs, the explicit matrix costs at most $N_{ov}$ products, so in this count real time can win only if

$$N_{ov}>4\kappa DN .$$

For $M$ distant H$_4$ units in 6-31G, $N_{ov}=2M\times6M=12M^2$. The condition $12M^2>36\,864$ gives $M>55.4$, or at least 56 units. Storing and diagonalising so large a matrix has its own cost, which may shift the balance towards real time earlier.

The comparison is fair only if the broad spectrum is what is wanted. The number of roots that matters is the number below $E_c$, and in this count real time pays off when this exceeds $n^*$ and, in addition, $N_{ov}>4\kappa DN$. If a few low states are needed, Casida is cheaper by this count. It also delivers dark states, which the uniform kick does not show, and separates states closer than $\Delta E$.

## Numbers as computed

```
Resolution dE = 0.1 eV, upper edge Ec = 20.0 eV
Accepted loss eta = 0.1, kick directions D = 3
H-H spacing = 1.0 angstrom
First zero of line shape, x = 6.28319
FWHM of line shape, x = 6.223
Merging threshold of two lines, x = 5.852
Midpoint sum 2L(pi) = 0.4928, L(0) = 0.5000
Propagation time T = 41.36 fs
Peaks seen at T: 2
Peaks seen at 0.9 of merging time: 1
Peaks seen without window at T/2: 1
--- 6-31G, step count ---
Highest Casida root = 42.15 eV
Steps by loss = 3071.7, by stability = 936.3
Steps N = 3072, time step = 13.46 as
z at Ec = 0.4091
Amplitude loss at Ec = 9.32 %
Red shift at Ec = 4.39 meV (leading formula 4.67 meV)
Stability limit of step = 44.17 as
Growth of |P-P0| at 0.95 of limit = 1.00
Growth at 1.05 of limit (run stopped) = 108
--- 6-31G, real-time run, kick along chain ---
Fock builds counted = 12288
Largest signal error / largest signal = 1.8e-04
Strongest line: Casida 9.139 eV, real time 9.139 eV
Line width: real time 0.0990 eV, formula 0.0990 eV
--- aug-cc-pVTZ, Davidson products ---
10 roots: 42 products, 4.20 per root
20 roots: 70 products, 3.50 per root
30 roots: 100 products, 3.33 per root
Largest Davidson root error = 0.000 meV
--- crossover ---
k used = 3.33 products per root
6-31G: builds 4DN = 36864, crossover n* = 11059 roots
6-31G: occupied-virtual pairs of H4 = 12
H4 units needed for pairs > builds = 56
aug-cc-pVTZ: highest root = 219.4 eV
aug-cc-pVTZ: steps by stability = 4873.1, N = 4874
aug-cc-pVTZ: builds = 58488, n* = 17546 roots
aug-cc-pVTZ: occupied-virtual pairs of H4 = 178
```
